# Schottky and Poole-Frenkel Barrier Lowering in an Insulating Film, part 2

An electron enters an insulating film from an electrode, or leaves a defect (trap) inside it. An applied field lowers the barrier in both cases, and the two lowerings are to be compared. A barrier here is a classical threshold, the least energy for passing over the top.

The film has relative permittivity $\varepsilon$. The field exerts a force of magnitude $F>0$ on the electron along $+x$. The algebra is in atomic units, with electron charge $-1$. For eV and angstrom, $1/\varepsilon$ becomes $C/\varepsilon$ with $C=14.40$ eV angstrom.

**Part (a).** The electrode fills $x<0$ and the film $x>0$. For an electron at distance $x$ from an ideal metal, the potential in the film is

$$
\phi=-\frac{1}{\varepsilon r_1}+\frac{1}{\varepsilon r_2},\qquad
r_1=\sqrt{(x'-x)^2+\rho^2},\qquad
r_2=\sqrt{(x'+x)^2+\rho^2}.
$$

Here $x'$ is the normal coordinate of a general point and $\rho$ its distance from the normal line through the electron. At the surface both distances equal $r=\sqrt{x^2+\rho^2}$. The force on the electron is $-1/(4\varepsilon x^2)$.

**Part (b).** The image energy is $-1/(4\varepsilon x)$, half of the electron's charge times the potential of the surface charge, because the electron itself draws up that charge.

**Part (c).** The energy $-c/x-Fx$, with $c>0$, has its maximum at $x_m=\sqrt{c/F}$, which lies $\Delta=2\sqrt{cF}$ below zero. Also $d\Delta/dF=x_m$.

**Part (d).** For the metal, $c=1/(4\varepsilon)$, and the Schottky lowering, its coefficient and the distance of the top are

$$
\Delta_{\rm S}=\beta_{\rm S}\sqrt F=\sqrt{\frac F\varepsilon},\qquad
\beta_{\rm S}=\frac{1}{\sqrt\varepsilon},\qquad
x_{\rm S}=\frac{1}{2\sqrt{\varepsilon F}}.
$$

The example has $\varepsilon=2$, $F=0.02$ eV/angstrom and a zero-field barrier of 2 eV, which gives $\Delta_{\rm S}=0.379$ eV.

**Part (e).** The trap, at the origin, is neutral when it holds the electron and leaves a fixed charge $+1$ behind. At distance $r$ and angle $\theta$ from the force, the electron has the energy

$$
U(r,\theta)=-\frac{1}{\varepsilon r}-Fr\cos\theta .
$$

The threshold is measured from the trap level, whose shift of order $F^2$ is neglected.

### (f) The threshold in three dimensions

*The electron may leave the trap by any path. Find the least energy with which it can escape, and hence the Poole-Frenkel lowering $\Delta_{\rm PF}$ and its coefficient $\beta_{\rm PF}$.*

**Solution.** Start with the straight path along the force, $\theta=0$. The energy is $-1/(\varepsilon r)-Fr$, which has the form treated before with $c=1/\varepsilon$. Its maximum is at

$$
r_m=\frac{1}{\sqrt{\varepsilon F}},
\qquad\text{with the height}\qquad
U(r_m,0)=-2\sqrt{\frac F\varepsilon}.
$$

An electron with this energy can get out. It remains to be shown that no curved path has a lower top.

Draw the sphere of radius $r_m$ about the trap. Every path from the trap to a distant point must cross it. On the sphere,

$$
U(r_m,\theta)=-\frac{1}{\varepsilon r_m}-Fr_m\cos\theta
\ \ge\ -\frac{1}{\varepsilon r_m}-Fr_m ,
$$

because $\cos\theta\le1$. Both terms on the right have the size $\sqrt{F/\varepsilon}$:

$$
\frac{1}{\varepsilon r_m}=\frac{\sqrt{\varepsilon F}}{\varepsilon}=\sqrt{\frac F\varepsilon},
\qquad
Fr_m=\frac{F}{\sqrt{\varepsilon F}}=\sqrt{\frac F\varepsilon}.
$$

So every path must pass a point with an energy of at least $-2\sqrt{F/\varepsilon}$. The straight path does not rise above this value. It is therefore the threshold, and

$$
\Delta_{\rm PF}=2\sqrt{\frac F\varepsilon},\qquad
\beta_{\rm PF}=\frac{2}{\sqrt\varepsilon}.
$$

The point at $r_m$ on the axis is a pass between higher ground on either side. To see this, move a small distance $\rho$ away from the axis at fixed $x=r_m$. The field energy does not change, and

$$
-\frac{1}{\varepsilon\sqrt{r_m^2+\rho^2}}\approx-\frac{1}{\varepsilon r_m}+\frac{\rho^2}{2\varepsilon r_m^3}.
$$

The energy rises sideways, while along the axis it falls in both directions.

Other straight paths show how the pass opens out. For a fixed angle $\theta<\pi/2$ the force along the ray is $F\cos\theta$, and the top on that ray lies $2\sqrt{F\cos\theta/\varepsilon}$ below zero. The lowering shrinks as the ray turns away from the force. At $\theta=\pi/2$ it is zero. For larger angles the field drives the electron back, and the energy rises along the whole ray.

The metal differs in this respect. There the energy depends on $x$ alone, so the top is a whole plane, and each point of the surface offers the same threshold. This difference matters for the number of electrons that escape in a given time. It does not affect the height of either threshold.

### (g) Numbers for the trap

*Use the values of part (d): $\varepsilon=2$, $F=0.02$ eV/angstrom, and a depth of 2 eV at zero field. Find the lowering and the distance of the top.*

**Solution.** The coefficient is

$$
\beta_{\rm PF}=2\sqrt{\frac{14.40}{2}}=5.367\ \text{(eV angstrom)}^{1/2},
$$

so that

$$
\Delta_{\rm PF}=5.367\times\sqrt{0.02}=0.759\ \text{eV},
$$

or 0.0279 hartree. The top lies at

$$
r_m=\sqrt{\frac{14.40}{2\times0.02}}=18.97\ \text{angstrom}.
$$

The field part is $0.02\times18.97=0.379$ eV, and the attraction of the trap supplies the same amount. The barrier falls from 2 eV to 1.24 eV.

The threshold was also tested without the argument of the sphere. The energy is symmetric about the axis through the trap along the force, so two coordinates, the position along this axis and the distance from it, are enough to describe the three-dimensional problem. The grid covers a finite region that contains the trap and the pass. A search on this grid looked for the lowest energy at which the region around the trap joins the region outside. It gives a lowering of 0.759 eV, as listed in the numerical output.

### (h) The ratio and its origin

*Compare the two coefficients for the same $\varepsilon$. Trace the ratio back to the difference between an image charge and a fixed charge.*

**Solution.** Division gives

$$
\frac{\beta_{\rm PF}}{\beta_{\rm S}}=\frac{2/\sqrt\varepsilon}{1/\sqrt\varepsilon}=2 .
$$

The permittivity cancels, and so does the field. In the example, $0.759/0.379$ is 2 to within rounding.

The origin lies in the strength $c$ of the attraction. It is $1/\varepsilon$ for the trap and $1/(4\varepsilon)$ for the metal. Since $\Delta=2\sqrt{cF}$, a factor of four in $c$ becomes a factor of two in the lowering. The four is made of two equal parts:

1. An electron at distance $x$ from the trap is at distance $x$ from the positive charge. At distance $x$ from the metal it is at distance $2x$ from the image. This halves the potential at the electron.
2. The trap charge is there in full throughout the escape. The surface charge is drawn up by the electron and spreads out as it leaves. This halves the energy once more.

Each part changes the lowering by $\sqrt2$. If the second were forgotten, the image energy would be taken as $-1/(2\varepsilon x)$, with $c=1/(2\varepsilon)$. The Schottky lowering would come out as

$$
2\sqrt{\frac{F}{2\varepsilon}}=\sqrt2\,\sqrt{\frac F\varepsilon},
$$

and the ratio as $2/\sqrt2=1.414$. The half found in part (b) is thus essential to the result.

In terms of force the account is shorter. At equal distance the trap pulls four times as hard as the metal. The top lies where the pull has dropped to $F$. Since both pulls fall as the inverse square, the top of the trap barrier is twice as far out, at $r_m=2x_{\rm S}$. The relation $d\Delta/dF=x_m$ from part (c) then says that each small increase of the field lowers the trap barrier by twice as much. Both lowerings start from zero at $F=0$, so their ratio is two at every field for which the model holds.

The ratio depends on the charge of the empty trap. If a charge $+Z$ stays behind, then $c=Z/\varepsilon$, the lowering is $2\sqrt{ZF/\varepsilon}$, and the ratio is $2\sqrt Z$.

It also depends on the use of one permittivity. The film has to polarize while the electron passes the barrier, and slow parts of its response may lag behind. If the effective values are $\varepsilon_{\rm S}$ at the metal and $\varepsilon_{\rm PF}$ at the trap, the ratio becomes $2\sqrt{\varepsilon_{\rm S}/\varepsilon_{\rm PF}}$.

### (i) An electrode that is not a metal

*Replace the metal by a dielectric of permittivity $\varepsilon_e$ without mobile charge. How do the Schottky lowering and the ratio change? Evaluate them for $\varepsilon_e=10$.*

**Solution.** The potential now enters the electrode. With $r_1$ and $r_2$ as in part (a), try

$$
\phi_{\rm film}=-\frac{1}{\varepsilon r_1}+\frac{\kappa}{\varepsilon r_2},\qquad
\phi_{\rm el}=-\frac{t}{r_1},
$$

with two unknown numbers $\kappa$ and $t$. At the surface $r_1=r_2$, and the potential must be continuous:

$$
\frac{-1+\kappa}{\varepsilon}=-t
\quad\Longrightarrow\quad
t=\frac{1-\kappa}{\varepsilon}.
$$

There is no free charge at the surface, so the permittivity times the normal derivative must be continuous too. The derivatives of $1/r_1$ and $1/r_2$ at the surface are $x/r^3$ and $-x/r^3$. After division by the common factor $-x/r^3$ this condition reads

$$
1+\kappa=\varepsilon_e t=\frac{\varepsilon_e}{\varepsilon}(1-\kappa).
$$

Multiplying by $\varepsilon$ and collecting the terms with $\kappa$ gives $\kappa(\varepsilon_e+\varepsilon)=\varepsilon_e-\varepsilon$, or

$$
\kappa=\frac{\varepsilon_e-\varepsilon}{\varepsilon_e+\varepsilon}.
$$

The image charge is $\kappa$ instead of 1. The force and the energy of parts (a) and (b) are multiplied by $\kappa$, so $c=\kappa/(4\varepsilon)$. The applied field now enters the electrode and tilts its levels. The lowering is therefore measured from the electrode's levels at the surface, where the field energy is zero. This is a simplification, because an electron inside the electrode has an image energy of its own near the surface, which is left out here. For $\varepsilon_e>\varepsilon$ this gives

$$
\Delta_{\rm S}=\sqrt{\frac{\kappa F}{\varepsilon}},\qquad
\frac{\Delta_{\rm PF}}{\Delta_{\rm S}}=\frac{2}{\sqrt\kappa}.
$$

For $\varepsilon_e\to\infty$ we have $\kappa\to1$, and the metal is recovered. For a finite $\varepsilon_e$ the image is weaker and the ratio is larger than two. With $\varepsilon=2$ and $\varepsilon_e=10$,

$$
\kappa=\frac{8}{12}=0.667,\qquad
\Delta_{\rm S}=0.379\times\sqrt{0.667}=0.310\ \text{eV},\qquad
\frac{2}{\sqrt{0.667}}=2.45 .
$$

If $\varepsilon_e<\varepsilon$, then $\kappa$ is negative and the electrode repels the electron. The energy $|\kappa|/(4\varepsilon x)-Fx$ falls steadily with $x$. It has no maximum inside the film, and the formula does not apply.

### (j) How isolated must the trap be?

*The trap was taken to be far from other charges. Estimate the leading correction to its barrier from another empty trap at a distance $D$ along the force, and from a metal surface at a distance $d$ behind it.*

**Solution.** The other empty trap has charge $+1$ and gives an electron at $r$ on the axis the energy $-1/[\varepsilon(D-r)]$. At the trap itself this is $-1/(\varepsilon D)$. The barrier changes by the difference, taken at the top:

$$
-\frac{1}{\varepsilon(D-r_m)}+\frac{1}{\varepsilon D}\approx-\frac{r_m}{\varepsilon D^2}
\qquad(r_m\ll D).
$$

Since $\Delta_{\rm PF}=2/(\varepsilon r_m)$, the lowering grows by the fraction $r_m^2/(2D^2)$. The sign depends on where the other trap lies: at the distance $D$ behind the trap, it pulls the electron back, and to leading order the lowering shrinks by the same fraction.

Near a metal, the trap charge and the electron both have images. Each has the energy of part (b) with its own image. The electron is also repelled by the image of the trap charge, which is $-1$ at a distance $2d+r$. This cross term appears in full: by the rule of part (b) it is half the sum of two equal products, one for each charge in the other's image potential. Together,

$$
W(r)=\frac1\varepsilon\left[-\frac{1}{4d}-\frac{1}{4(d+r)}+\frac{1}{2d+r}\right].
$$

At $r=0$ the sum vanishes, as it must for a neutral trap. To second order in $r/d$ the last two terms are

$$
-\frac{1}{4d}\left(1-\frac rd+\frac{r^2}{d^2}\right)
+\frac{1}{2d}\left(1-\frac{r}{2d}+\frac{r^2}{4d^2}\right).
$$

The constants cancel against $-1/(4d)$, and the linear terms cancel each other. What remains is

$$
W(r)\approx-\frac{r^2}{\varepsilon d^3}\left(\frac14-\frac18\right)=-\frac{r^2}{8\varepsilon d^3}.
$$

At the top, relative to $\Delta_{\rm PF}$, this is a further lowering by the fraction $r_m^3/(16d^3)$. The metal disturbs the trap less than a second charged trap does at the same large distance, because the trap and its electron are neutral together.

Both corrections grow as the field becomes weaker, since $r_m$ varies as $1/\sqrt F$. The model of a single trap therefore holds only in a range of fields. The field must be strong enough for the top to lie much closer to the trap than other charges do, and weak enough for the top to stay well outside the bound electron.

These results concern the heights of barriers. A measured current depends in addition on how many traps are filled and on how the electrons move on after their escape. It also depends on the temperature and, for a trap, on the range of directions in which the electrons escape. Electrons also tunnel through the barrier below its top. At the field of the example, 2 MV/cm, and at room temperature this is no small correction: a WKB estimate for the metal with the free electron mass puts most of the current below the top, and a lighter effective mass increases the share. The slope of its logarithm against $\sqrt F$ therefore does not by itself give $\beta_{\rm S}$ or $\beta_{\rm PF}$.

## Numbers as computed

```
film permittivity: 2.0 (no unit)
force on electron: 0.020 eV/angstrom
zero-field barrier, both cases: 2.000 eV
Coulomb constant: 14.3996 eV angstrom
Schottky, ideal metal
  coefficient: 2.6832 (eV angstrom)^(1/2)
  distance of barrier top: 9.487 angstrom
  part from image attraction: 0.1897 eV
  part from field: 0.1897 eV
  lowering: 0.3795 eV
  lowering, converted: 0.013945 hartree
  remaining barrier: 1.6205 eV
Poole-Frenkel, fixed unit charge
  coefficient: 5.3665 (eV angstrom)^(1/2)
  distance of barrier top: 18.973 angstrom
  part from trap attraction: 0.3795 eV
  part from field: 0.3795 eV
  lowering: 0.7589 eV
  lowering, converted: 0.027890 hartree
  remaining barrier: 1.2411 eV
  lowering from 3D grid search: 0.7589 eV
ratio of coefficients: 2.000000 (no unit)
false ratio without the half: 1.4142 (no unit)
Dielectric electrode instead of metal
  electrode permittivity: 10.0 (no unit)
  image factor kappa: 0.6667 (no unit)
  Schottky lowering: 0.3098 eV
  ratio of coefficients: 2.4495 (no unit)
```
